Step Stiffness from the Orientation Dependence of the Line Tension

## First half: the energy of a gently bent step

A step on a crystal surface separates an upper terrace from a lower one. In the terrace plane, let the y axis run along a close-packed row and the x axis perpendicular to it. The local angle θ of the step is measured from the y axis, so that tan θ = dx/dy. The line tension β(θ) is the free energy per unit length of a long straight step at angle θ. At zero temperature it reduces to an energy per length.

The step is isolated, and it bends so gently that each short piece has the free energy of a straight step with the same orientation. Its total free energy is then the integral of β(θ) over arc length. This leaves out explicit curvature energies and the interaction between distant pieces or neighbouring steps. "Energy" below means this free energy. Energies are in eV and lengths in nm.

### (a) Write the energy as an integral along the mean direction

**Question.** The mean direction of the step makes the angle θ0 with the y axis. Let s be the distance along this direction and u(s) the displacement normal to it. Find the energy per unit s in terms of the slope p = du/ds.

**Solution.** In (y, x) components, the unit vectors along and normal to the mean direction are

t0 = (cos θ0, sin θ0),  n0 = (−sin θ0, cos θ0).

A point on the step is r(s) = s t0 + u(s) n0. This description requires u to be single-valued, so the step has no overhangs relative to its mean direction. Differentiation gives

dr/ds = t0 + p n0.

The two unit vectors are perpendicular, so the arc length belonging to ds is

dℓ = √(1 + p²) ds.

The tangent is turned from t0 towards n0 by the angle arctan p. This is the sense in which θ increases, so the local angle is θ0 + arctan p. For a mean length L,

E = ∫₀ᴸ f(u′) ds,
f(p) = β(θ0 + arctan p) √(1 + p²).

A tilt therefore acts twice: it lengthens the step, and it changes the cost of each unit of length.

### (b) Expand for a small slope

**Question.** Assume that β has at least four continuous derivatives near θ0. Expand f(p) through third order.

**Solution.** Write β, β′, β″ and β‴ for the line tension and its angular derivatives at θ0. With φ = arctan p,

φ = p − p³/3 + O(p⁵),
√(1 + p²) = 1 + p²/2 + O(p⁴).

The Taylor series of the line tension is

β(θ0 + φ) = β + β′φ + ½β″φ² + (1/6)β‴φ³ + …

To third order in p, φ² may be replaced by p² and φ³ by p³. Only the linear term feels the cubic part of the arctangent:

β(θ0 + φ) = β + β′p + ½β″p² + (β‴/6 − β′/3)p³ + …

Now multiply by 1 + p²/2. The product of β with p²/2 adds ½βp², and the product of β′p with p²/2 adds ½β′p³. Since −1/3 + 1/2 = 1/6,

f(p) = β + β′p + ½(β + β″)p² + (1/6)(β′ + β‴)p³ + O(p⁴).

In the quadratic coefficient, β comes from the additional length. The term β″ comes from the curvature of the line tension as a function of angle. The first derivative β′ does not enter at this order, because arctan p has no quadratic term and √(1 + p²) has no linear term.

### (c) Identify the stiffness and the role of the ends

**Question.** Both ends of the step are held at u = 0. Find the energy through second order. What changes if one end is moved?

**Solution.** Integrating the linear term gives

∫₀ᴸ β′u′ ds = β′[u(L) − u(0)] = 0.

Here β′ is a constant, evaluated at the mean orientation. What remains is

E = βL + ½β̃ ∫₀ᴸ u′² ds + higher orders,
β̃ = β + β″.

The coefficient β̃ is the step stiffness at θ0. The same result holds for a periodic displacement, for which u(L) = u(0).

The linear term does not vanish because β′ is zero, which in general it is not. If a straight step keeps its projected length L while one end moves normally by δ, its slope is δ/L, and

E = L f(δ/L) = βL + β′δ + ½β̃δ²/L + …

Thus β′ is the energy per end displacement to first order: it measures the tendency of the step to rotate.

For fixed ends the sign of β̃ decides the response to gentle bending. If β̃ > 0, bending costs energy. If β̃ < 0, a gentle wave lowers the energy, and the straight step is unstable within this description. The line tension can be positive in both cases.

### (d) Find the force that straightens a bent step

**Question.** Let n0 point towards the lower terrace, so that attaching atoms advances the step to larger u. Each atom adds the terrace area Ω. Find the change in step energy per added atom at quadratic order.

**Solution.** Change u by a small δu that vanishes at the ends. The first-order change in energy is

δE = β̃ ∫₀ᴸ u′ (δu)′ ds.

Integration by parts, with no contribution from the ends, gives

δE = −β̃ ∫₀ᴸ u″ δu ds.

The added area is ∫δu ds, and the number of added atoms is this area divided by Ω. For atoms added near one position, the energy per atom is therefore

μ = −Ωβ̃u″.

This is measured relative to a straight step. At the top of a bulge towards the lower terrace u″ is negative, so μ is positive when β̃ > 0. Atoms there cost more than atoms in a hollow, and exchange of atoms tends to flatten the step. The strength of this effect is set by the stiffness, since the energy of a bulge includes the cost of the orientations on its flanks.

### (e) Find what the stiffness cannot see

**Question.** Add c₁cos θ + c₂sin θ to β(θ), with constants c₁ and c₂. What happens to a step with fixed ends, and what happens to β̃?

**Solution.** The local unit tangent is t = (cos θ, sin θ) in (y, x) components. The added energy is

∫ (c₁cos θ + c₂sin θ) dℓ = ∫ (c₁dy + c₂dx) = c₁Δy + c₂Δx,

where Δy and Δx are the differences between the end coordinates. It does not depend on the path between the ends, so a quantity that describes the cost of bending must not change. Indeed,

(c₁cos θ + c₂sin θ) + (c₁cos θ + c₂sin θ)″ = 0.

Neither β nor β″ has this invariance on its own; their sum does. The invariance of the bending energy was also tested numerically for a wavy step at θ0 = 30°.

### (f) Use fixed lattice axes

**Question.** Describe the step by x(y), with lattice slope m = tan θ and |θ| < 90°. How is the stiffness related to the energy per unit y?

**Solution.** A piece with projection dy has length dy/cos θ. Its energy per unit y is

F(m) = β(θ)/cos θ.

Since dm/dθ = 1/cos²θ, the derivative with respect to m is cos²θ times the derivative with respect to θ:

dF/dm = cos²θ [β′/cos θ + β sin θ/cos²θ]
= β′cos θ + β sin θ.

Applying the same rule again gives

d²F/dm² = cos²θ [β″cos θ − β′sin θ + β′sin θ + β cos θ]
= (β + β″)cos³θ.

The terms in β′ cancel. Therefore

β̃(θ) = (1/cos³θ) d²F/dm².

At θ = 0 the stiffness equals the second derivative with respect to lattice slope. At a finite tilt the factor cos³θ is needed, because displacements along x and distances along y differ from displacements normal to the step and distances along it.

The identity also holds when the y axis is replaced by the mean direction. The relative angle is then φ = arctan p, and

f″(p) = β̃(θ0 + φ)cos³φ.

### (g) Apply the result to a smooth line tension

**Question.** Take β(θ) = β0(1 + α cos 4θ), with β0 = 0.30 eV/nm and α = 0.05. Find the stiffness at 0° and 30°. Then find the energy of one sine wave of length L = 100 nm with maximum slope A, and estimate the error of the quadratic law.

**Solution.** Two derivatives of cos 4θ give −16 cos 4θ, so

β̃(θ) = β0(1 − 15α cos 4θ).

At 0° the cosine is 1:

β = 0.30 × 1.05 = 0.315 eV/nm,
β̃ = 0.30 × (1 − 0.75) = 0.075 eV/nm.

At 30° the cosine is −1/2:

β = 0.30 × 0.975 = 0.2925 eV/nm,
β̃ = 0.30 × 1.375 = 0.4125 eV/nm.

The line tensions differ by less than a tenth, while the stiffnesses differ by a factor of 5.5. The factor 16 from the two derivatives turns a weak anisotropy of β into a strong anisotropy of β̃.

For the sine wave, u′ = A cos(2πs/L). The average of cos² is 1/2, so the excess over the straight step is

ΔE = ½β̃ × A²L/2 = β̃A²L/4.

With A = 0.10 this gives 0.075 × 0.01 × 100/4 = 0.01875 eV, or 18.75 meV, at 0°. Direct summation over short segments gives 19.27 meV. At 30° the two values are 103.13 and 102.65 meV.

The difference follows from the next terms of the expansion. In f″(p) from part (f), use cos³φ = (1 + p²)^(−3/2) = 1 − 3p²/2 + …:

f″(p) = β̃ + β̃′p + ½(β̃″ − 3β̃)p² + …

Two integrations give the quartic term (β̃″ − 3β̃)p⁴/24 in f. The cubic term averages to zero over the sine wave, and the average of p⁴ is 3A⁴/8. Dividing the quartic energy by the quadratic one gives the leading relative error, summed minus quadratic energy over quadratic energy:

[(β̃″ − 3β̃)/24 × 3A⁴/8] / (β̃A²/4) = (β̃″/β̃ − 3)A²/16.

Here β̃″ = 240αβ0 cos 4θ, which is 3.6 eV/nm at 0° and −1.8 eV/nm at 30°. For A = 0.10 the estimates are +2.8% and −0.46%, in agreement with the summed energies. Halving the slope reduces both errors by a factor close to four, to 0.701% and −0.115%.

A small slope alone is thus not a sufficient condition. For a sine wave, the combination (β̃″/β̃ − 3)A²/16 must also be small, which is more demanding where the magnitude of β̃″ is large compared with β̃. For a bend whose cubed slope does not average to zero, the cubic term β̃′p³/6 in f adds a relative error of first order in the slope wherever β̃′ is not zero.

At 30° the first derivative is β′ = −0.052 eV/nm per radian. It has no effect on the sine wave, whose ends are fixed. If one end of a straight step is moved, the energy changes by −0.052 eV per nm of displacement to first order, as found in part (c).

## Second half: cusps, thermal wandering and a lattice step

The first half considered a step at mean angle θ0 to a close-packed row, with distance s along the mean direction, normal displacement u(s) and slope p = u′. The line tension is β(θ), and primes on it denote angular derivatives. With fixed ends and mean length L,

E = βL + ½β̃ ∫₀ᴸ u′² ds + higher orders,  β̃ = β + β″.

The energy per unit s is f(p) = β + β′p + ½β̃p² + … In lattice axes, with m = tan θ, the energy per unit y is F(m) = β/cos θ, and d²F/dm² = β̃cos³θ. Terms in β proportional to cos θ or sin θ do not contribute to β̃.

### (h) Examine a cusp

**Question.** Suppose that β(θ) = b(|cos θ| + |sin θ|), with b > 0. What is the energy of a slightly bent step whose mean direction is θ0 = 0? Is there a stiffness?

**Solution.** For θ0 = 0 the local angle is φ = arctan p, with cos φ > 0. Since √(1 + p²) = 1/cos φ,

f(p) = b(cos φ + |sin φ|)/cos φ = b(1 + |p|).

The excess energy is

ΔE = b ∫₀ᴸ |u′| ds.

It is linear in the size of the slope. Doubling the slope of a sine wave doubles the energy instead of multiplying it by four; the summed energies give a ratio of 2.0000. No finite coefficient of u′² can describe this. The expansion fails because β′ jumps at θ = 0, and fixed ends cannot remove |u′| as they remove u′.

Between the cusps, β is a combination of cos θ and sin θ, so β̃ = 0 there. Bending costs nothing as long as every piece stays within one such range of angles.

This line tension describes a step at zero temperature on a square lattice of spacing a, if every segment of length a along either row direction costs the energy ε. A straight step at angle θ and of length ℓ needs ℓ|cos θ|/a segments along y and ℓ|sin θ|/a along x, so b = ε/a. In this model, a finite stiffness at θ = 0 must therefore come from thermal kinks.

### (i) Find the thermal wandering of the midpoint

**Question.** A long step is pinned at both ends, and β̃ > 0. Find the variance of the normal displacement u_m of its midpoint at temperature T.

**Solution.** Hold the midpoint at u_m. On average each half is then straight, with projected length L/2 and slope +p or −p, where p = 2u_m/L. The free energy of the two halves is

(L/2)[f(p) + f(−p)] = βL + ½β̃p²L + …

The linear terms cancel. Inserting p gives

ΔE(u_m) = ½β̃L × 4u_m²/L² = 2β̃u_m²/L.

Because β is a free energy, the fluctuations of each half about its mean line are already included. With k the Boltzmann constant, the probability of a midpoint displacement is

Prob(u_m) ∝ exp[−2β̃u_m²/(L kT)].

Comparison with a Gaussian exp[−u_m²/(2σ²)] gives 1/(2σ²) = 2β̃/(L kT), and so

⟨u_m²⟩ = σ² = kT L/(4β̃).

A stiffer step wanders less, and the rms width grows as the square root of the length. The typical slope of each half is 2σ/L = √[kT/(β̃L)]. It is small when L is much larger than kT/β̃, which supports the use of the quadratic law for a long step. Each half must also be long enough for β, the free energy of a long step, to apply to it. For a step along a close-packed row at low temperature, this means that each half must contain many thermal kinks; a length of many lattice spacings is not enough.

### (j) Calculate the line tension of a lattice step

**Question.** A step crosses M columns of width a. In column j it has one segment along y and a kink of n_j segments along x, where n_j is any positive or negative integer or zero. Each segment costs ε. Find F(m) for a long step with fixed total rise N = mM.

**Solution.** The energy of a path is

E_path = ε Σ_j (1 + |n_j|),  with Σ_j n_j = N.

The model has no overhangs in x(y), no interactions between kinks and no corner energies. Let w = exp(−ε/kT), and let Z(M, N) be the sum of exp(−E_path/kT) over all paths with the given ends.

The fixed rise couples the kinks. To handle this constraint, introduce a number h with |h| < ε/kT and define

G(h) = ln Σ_n w^|n| e^(hn).

The quantities w^|n| e^(hn) e^(−G) are positive and add up to one, so they are probabilities for independent kinks. Let R_h(N) be the probability that M such kinks add up to N. Every path with rise N receives the same additional factor e^(hN), which can be divided out:

Z(M, N) = exp[−Mε/kT + MG(h) − hN] R_h(N).

This holds for each allowed h. Choose the h for which the mean kink is m. The required rise N is then the mean of the sum, and for large M the central limit theorem gives

R_h(N) ≈ 1/√(2πM Var_h n),

where Var_h n is the variance of one kink. The logarithm of this factor grows only as ln M, so it does not contribute to the free energy per column. The projected length is Ma, and hence

F(m) = −lim (kT/(Ma)) ln Z(M, N)
= (1/a)[ε − kT G(h) + kT h m].

The line tension is β(θ) = F(m)cos θ. It contains the energy of the kinks and the entropy of their arrangement.

### (k) Express the stiffness by the kink variance

**Question.** Differentiate F(m) twice and find β̃.

**Solution.** First differentiate G. The derivative of the logarithm of a sum is

G′(h) = Σ_n n w^|n| e^(hn) / Σ_n w^|n| e^(hn) = ⟨n⟩_h = m.

A second derivative acts on the numerator and on the denominator:

G″(h) = ⟨n²⟩_h − ⟨n⟩_h² = Var_h n.

In F(m), h depends on m. Therefore

dF/dm = (kT/a)[h + (m − G′(h)) dh/dm] = (kT/a)h,

because the bracket multiplying dh/dm vanishes. Since m = G′(h), dm/dh = Var_h n, and

d²F/dm² = (kT/a) dh/dm = kT/(a Var_h n).

The relation d²F/dm² = β̃cos³θ now gives

β̃(θ) = kT/(a cos³θ Var_h n).

At positive temperature the variance is positive and finite, so the stiffness of this model is positive at every angle |θ| < 90°. At a given angle and temperature, a larger kink variance means a softer step. Between different angles the factor 1/cos³θ also matters: towards 90° it outweighs the growing variance, and β̃ of this model grows without bound. That divergence comes from the ban on overhangs in x(y). On a square lattice that allows overhangs, 90° is equivalent to 0°, and the stiffness returns there to its finite value at θ = 0. The model is therefore meant for steps of moderate tilt. The segments along y add (ε/a)cos θ to β and nothing to β̃, as the invariance requires: their number is fixed by the ends.

### (l) Evaluate the untilted step

**Question.** Find β and β̃ at θ = 0 in closed form. Examine low temperature and find where the step free energy vanishes.

**Solution.** At θ = 0 symmetry gives h = 0 and a zero mean kink. The geometric series gives

Σ_n w^|n| = 1 + 2w/(1 − w) = (1 + w)/(1 − w).

For the second moment, apply w d/dw twice to Σ wⁿ = 1/(1 − w), with n from 0 upwards. The first application gives w/(1 − w)², the second w(1 + w)/(1 − w)³. Both signs of n contribute equally, so

Var₀ n = [2w(1 + w)/(1 − w)³] × [(1 − w)/(1 + w)] = 2w/(1 − w)².

Divide numerator and denominator by w. Since w^(−1/2) − w^(1/2) = 2 sinh(ε/2kT),

Var₀ n = 1/[2 sinh²(ε/2kT)].

The stiffness is therefore

β̃(0) = (2kT/a) sinh²(ε/2kT).

For the line tension, (1 − w)/(1 + w) = tanh(ε/2kT), and

β(0) = (1/a)[ε + kT ln tanh(ε/2kT)].

When kT ≪ ε, sinh²(ε/2kT) approaches exp(ε/kT)/4, so

β̃(0) ≈ (kT/2a) exp(ε/kT),  β(0) ≈ ε/a.

The stiffness diverges as the temperature goes to zero, while the line tension stays finite. This is how the cusp of part (h) emerges: kinks round it at positive temperature, and the rounded region becomes sharper as they die out.

At high temperature the line tension decreases. It reaches zero when (1 − w)/(1 + w) = w, or w² + 2w − 1 = 0. The positive root is w = √2 − 1, so kT = ε/ln(1 + √2) ≈ 1.13ε. Above this temperature the model assigns a negative free energy to the untilted step, and the picture of an isolated step on a flat terrace no longer applies. The formula for β̃(0) stays positive there, so it gives no warning.

### (m) Insert numbers for the untilted step

**Question.** Take ε = 0.10 eV, a = 0.30 nm and T = 600 K, so that kT = 0.0517 eV. Compare β + β″ with the kink formula. Then find the midpoint width for 1024 columns.

**Solution.** The argument of the hyperbolic functions is ε/2kT = 0.967, for which sinh² = 1.266 and tanh = 0.747. Hence

β̃(0) = (2 × 0.0517/0.30) × 1.266 = 0.436 eV/nm,
β(0) = (0.10 + 0.0517 ln 0.747)/0.30 = 0.283 eV/nm.

In CGS units, the stiffness is 6.99 × 10⁻⁶ erg/cm.

The line tension can also be found without the field h, by summing the weights of all paths with given ends. To remove the factor R_h from a finite sum, compare two lengths with the same slope. Write F = (kT/a)ψ. Then

ln Z(2M, 2N) − ln Z(M, N) ≈ −Mψ − ½ln 2,

because doubling the length doubles the variance of the sum. This was evaluated with M = 512 at closely spaced angles, and β(θ) = F cos θ was differentiated numerically. The result is β″ = 0.153 eV/nm per radian squared, so that

β + β″ = 0.283 + 0.153 = 0.436 eV/nm,

in agreement with the kink formula.

The step length is 1024 × 0.30 = 307.2 nm. From part (i),

σ = √[0.0517 × 307.2/(4 × 0.436)] = 3.02 nm.

The width can be counted directly as well. The probability that the midpoint has rise r is proportional to Z(M, r)Z(M, 2N − r), the product of the path sums of the two halves. With N = 0 this gives 3.01 nm. Putting β in place of β̃ would give 3.745 nm, which is 24% above the counted width. The thermal wandering thus distinguishes the stiffness from the line tension.

### (n) Repeat the comparison for a tilted step

**Question.** Keep the same parameters and number of columns, but let tan θ0 = 1/2. Is the tilted step stiffer or softer?

**Solution.** The angle is 26.57°, and cos θ0 = 1/√1.25 = 0.894. A mean kink of 1/2 requires h = 0.912, which gives Var_h n = 0.943. The kink formula yields

β̃ = 0.0517/(0.30 × 0.894³ × 0.943) = 0.256 eV/nm.

The counted line tension is β = 0.2937 eV/nm, with β″ = −0.0382 eV/nm per radian squared. Their sum is

β + β″ = 0.2937 − 0.0382 = 0.2555 eV/nm,

again in agreement. At this temperature the tilted step is softer, although its line tension is slightly larger. The kink formula shows why: the variance rises from 0.395 to 0.943, which lowers β̃ by more than the factor 1/cos³θ0 = 1.40 raises it. The order depends on temperature: at kT = ε the kink formula gives 0.181 eV/nm for the untilted step and 0.205 eV/nm for the tilted one.

The mean length is now 307.2/0.8944 = 343.5 nm. The predicted width is

σ = √[0.0517 × 343.5/(4 × 0.2555)] = 4.17 nm.

In the direct count, the spread of the rise is multiplied by a cos θ0 to obtain the displacement normal to the mean direction. The counted width is also 4.17 nm. With β in place of β̃ it would be 3.89 nm, or 7% below the counted value. At θ = 0 this replacement made the width too large; here it makes it too small, because β″ has changed sign.

These numbers belong to the stated model. It bans overhangs in x(y) and so treats the two row directions differently. Neither stiffness is exactly that of a square lattice on which overhangs are allowed. Neighbouring steps are also absent. On a surface with many steps they would limit the wandering, and the width of an isolated step could then be used only for lengths over which the step does not meet its neighbours. The numerical output below lists the values for both orientations.

Computed values

```
PART 1: smooth model beta = beta0*(1 + alpha*cos(4 theta))
beta0 = 0.30 eV/nm, alpha = 0.05 (no unit)
mean length = wavelength = 100 nm
theta0 = 0 deg: beta = 0.3150 eV/nm
  beta' = -0.0000 eV/nm per rad
  beta'' = -0.2400 eV/nm per rad^2
  stiffness = 0.0750 eV/nm
  max slope 0.10: summed excess = 19.2710 meV
    quadratic law = 18.7500 meV, relative error = 2.779 %
  max slope 0.05: summed excess = 4.7204 meV
    quadratic law = 4.6875 meV, relative error = 0.701 %
theta0 = 30 deg: beta = 0.2925 eV/nm
  beta' = -0.0520 eV/nm per rad
  beta'' = 0.1200 eV/nm per rad^2
  stiffness = 0.4125 eV/nm
  max slope 0.10: summed excess = 102.6544 meV
    quadratic law = 103.1250 meV, relative error = -0.456 %
  max slope 0.05: summed excess = 25.7517 meV
    quadratic law = 25.7813 meV, relative error = -0.115 %
energy per end displacement at 30 deg = -0.0520 eV/nm
cusp: excess ratio on doubling the slope = 2.0000
PART 2: lattice step with kinks
kink energy = 0.10 eV, spacing = 0.30 nm
T = 600 K, kT = 0.05170 eV
columns between pinned ends = 1024
tan(theta0) = 0.0, theta0 = 0.00 deg
  beta = 0.2832 eV/nm, beta'' = 0.1531 eV/nm per rad^2
  stiffness beta + beta'' = 0.4362 eV/nm
  field h = -0.0000, kink variance = 0.3951 (no unit)
  stiffness from kink variance = 0.4362 eV/nm
  mean step length = 307.2 nm
  midpoint rms width, counted = 3.013 nm
  midpoint rms width, from stiffness = 3.017 nm
  midpoint rms width, if beta were used = 3.745 nm
  closed-form beta = 0.2832 eV/nm
  closed-form stiffness = 0.4362 eV/nm = 6.989e-06 erg/cm
tan(theta0) = 0.5, theta0 = 26.57 deg
  beta = 0.2937 eV/nm, beta'' = -0.0382 eV/nm per rad^2
  stiffness beta + beta'' = 0.2555 eV/nm
  field h = 0.9115, kink variance = 0.9427 (no unit)
  stiffness from kink variance = 0.2555 eV/nm
  mean step length = 343.5 nm
  midpoint rms width, counted = 4.166 nm
  midpoint rms width, from stiffness = 4.168 nm
  midpoint rms width, if beta were used = 3.888 nm
```
